Why a Bonded Film Stays Stressed After Its Grain Boundaries Relax

**Q:** I hold an unpassivated metal film under tension at a temperature where its grain boundaries conduct atoms. When does the diffusion stop?

**A:** Take a film of thickness h with parallel boundaries a distance d apart, each running from the bare surface down to the substrate. Let y be the height above the interface and x the distance from a grain's centre, so the boundaries are at x = ±d/2. The initial stress is σ0 in both in-plane directions, with tension positive. I assume isotropic linear elasticity and no strain change along the boundary lines (plane strain). The interface neither slides nor conducts atoms.

An atom of volume Ω entering a boundary under normal traction σ_b lets the grains move apart, so its chemical potential is lowered by Ωσ_b. Atoms therefore drift towards higher tension. The volume flux per unit length of boundary, counted positive upwards, is

J = M ∂σ_b/∂y, M = δ_b D_b Ω/(kT),

where δ_b is the boundary width and D_b its diffusivity. If δ(y,t) is the thickness of material inserted in the boundary, conservation of volume gives

∂δ/∂t = −∂J/∂y = −M ∂²σ_b/∂y².

At the bare surface I assume atoms come and go freely, which requires surface diffusion to be fast compared with boundary diffusion. With capillarity neglected, this sets σ_b = 0 there. At the root, y = 0, there is no exit, so J = 0. Inserting material under tension releases elastic energy at the rate ∫σ_b (∂δ/∂t) dy. Integrating by parts, with σ_b = 0 at the top and ∂σ_b/∂y = 0 at the root, gives

d(energy)/dt = M ∫ σ_b (∂²σ_b/∂y²) dy = −M ∫ (∂σ_b/∂y)² dy.

The energy falls until σ_b is uniform, and the surface fixes the uniform value at zero. Mirror symmetry also removes the shear traction on the boundary.

**Q:** If every boundary carries zero traction, what can still pull on the grain between two of them?

**A:** The substrate, through shear at the interface. Horizontal equilibrium reads ∂σxx/∂x + ∂σxy/∂y = 0. Define the film force N(x) = ∫σxx dy, from y = 0 to h, and the interface shear τ(x) = σxy(x,0). Integrating over height, with no shear on the free surface, gives

dN/dx = τ(x).

Now average σxx over the grain and integrate by parts. N has the same value N_b at both boundaries, so

⟨σ⟩ = (1/hd) ∫ N dx = N_b/h − (1/hd) ∫ xτ dx, x from −d/2 to d/2.

At rest N_b = 0 and the first term disappears. The second does not have to. If the foot of the film could slide without friction, τ would be zero, N would keep its boundary value of zero across the grain, and ⟨σ⟩ would vanish. A finite-element calculation of the film on a rigid frictionless floor confirms this: the remaining mean stress is below 10⁻⁸ of σ0.

**Q:** The force has to cross the boundary plane somehow. Where does it go?

**A:** Underneath. Take a vertical section through the film and on into the substrate to a depth of several d, where the disturbance from the boundaries has died out. The total force F on this section does not depend on x, because no shear acts on the free surface or at that depth. We can therefore find F by averaging over x.

I take the substrate to be thick enough that the film does not change its average length. (In a free wafer a compressive force balances the film's pull, but it is spread through the whole thickness, and the part within several d of the film is negligible.) By symmetry, its horizontal displacement is then zero below each boundary, and its mean εxx is zero at every depth. The mean σyy is zero as well: cut the cell between two boundary planes at any height, and the part above the cut has no vertical force on its top or sides. By Hooke's law the mean σxx in the substrate is then zero, and

F = ⟨σ⟩h.

At the boundary plane the film carries none of this force, and the substrate below the root carries all of it.

**Q:** Diffusion can insert as much material as it likes. Why doesn't it insert enough to relax the whole film?

**A:** The amount is free, but the shape is constrained. Measure displacements from the initial stressed state. In plane strain, with Ē = E/(1−ν²) for the film, Hooke's law is

εxx = (σxx − σ0)/Ē − [ν/(1−ν)] σyy/Ē.

The period d is held by the substrate, so at height y each grain must shorten by the inserted thickness δ(y). The mean of εxx at that height is thus −δ(y)/d, while the mean of σyy is zero. Averaging Hooke's law over x gives the mean stress of each layer:

σ̄(y) = σ0 − Ē δ(y)/d.

Relaxing every layer would take a slab of uniform thickness δ = σ0 d/Ē, down to the interface. But the bond keeps the two grains together at their feet, so δ(0) = 0. The inserted material is a wedge closed at its root, and the mean stress of a layer rises to the full σ0 as its height y goes to zero. Averaging over height,

⟨σ⟩ = σ0 − (Ē/hd) ∫ δ dy.

**Q:** Could the upper layers be overfilled and go into compression, so that the total still came to zero?

**A:** The layer formula permits that, so another argument is needed. Apply virtual work to one cell of film and substrate, using the actual stress and displacement at rest. The boundary forces do no work. The film's top and sides are free of traction. On the substrate's side planes the horizontal displacement and the shear traction are zero, and the disturbance dies out at depth. Hence

∫ (σxx εxx + σyy εyy + σxy γxy) dA = 0,

where γxy is the engineering shear strain. In the film the remaining strains are

εyy = σyy/Ē − [ν/(1−ν)] (σxx − σ0)/Ē, γxy = 2(1+ν)σxy/E.

Collect the terms quadratic in stress and call them 2w. In the film,

w = {σxx² + σyy² − [2ν/(1−ν)] σxx σyy}/(2Ē) + (1+ν)σxy²/E,

which is the in-plane elastic energy density. The terms left over are linear in σ0:

−σ0 σxx/Ē + [ν/(1−ν)] σ0 σyy/Ē.

The substrate has a w of the same form with its own constants, and no σ0 terms. Let W be the integral of w over film and substrate. The σyy term integrates to zero, so

2W = (σ0/Ē) ∫ σxx dA (over the film) = σ0 ⟨σ⟩ hd/Ē.

Before diffusion W0 = σ0² hd/(2Ē). Dividing,

⟨σ⟩/σ0 = W/W0.

The fraction of mean stress that remains equals the fraction of in-plane elastic energy that remains, and it cannot be negative. Could it be zero? Then all in-plane stresses would vanish. The substrate would be unstrained, with no horizontal displacement at the interface, while the film would have εxx = −σ0/Ē and a displacement −σ0 x/Ē there. A bonded interface cannot have both. So ⟨σ⟩ is nonzero and has the sign of σ0. The same holds for initial compression, when atoms leave the boundaries.

**Q:** How much stress is left, and how does it depend on grain width?

**A:** For equal elastic constants in film and substrate, the ratio depends on d/h alone. I computed it in two ways. One was finite elements. The other was an integral equation, in which the wedge is built from edge dislocations below a free surface and their density is chosen to cancel σ0 along the boundary. For d/h = 1, 2 and 4 both give 0.09, 0.17 and 0.32, and they agree within 0.001.

For wide grains each boundary acts alone. The only length in its problem is h, and the response is linear in σ0, so the wedge area must be c1 σ0 h²/Ē. Inserting this in the area formula gives

⟨σ⟩/σ0 ≈ 1 − c1 h/d, c1 = 3.95 (d much larger than h).

At d/h = 10 this gives 0.605 against the computed 0.634, so it is already a fair estimate there.

For narrow grains the upper film relaxes, and the remaining stress sits in a layer at the foot whose height scales with d, the only short length available. The mean over h is then

⟨σ⟩/σ0 ≈ c2 d/h, c2 = 0.089 (d much smaller than h).

The residual stress can thus be made small with tall, narrow grains, but it reaches zero only in the limit.

**Q:** Put in numbers for copper on silicon.

**A:** Take h = 500 nm, d = 1000 nm, σ0 = 200 MPa and 500 K. Rough elastic constants are E = 120 GPa and ν = 0.34 for copper, and 160 GPa and 0.22 for silicon. Then Ē = 135.7 GPa, and the computed wedge has an area of about 610 nm². The remaining mean stress is

⟨σ⟩ = 200 MPa − (135.7×10³ MPa)(610 nm²)/(500 nm × 1000 nm) = 34 MPa,

or 17% of the initial value. The film stress, the elastic energy and the moment of the interface shear, each evaluated separately from the finite-element solution, give the same fraction, 0.172. The force passing under each boundary is 34.4 MPa × 500 nm = 17.2 N/m.

Your suspicion about overfilling was sound. The wedge is 1.66 nm thick at the surface, more than the 1.47 nm slab that would relax a layer fully. The mean stress of the top layer is therefore

200 MPa × (1 − 1.659/1.474) = −25 MPa.

The top of the film is in mild compression on average, the foot is still in tension, and the sum is positive, as the energy argument requires.

**Q:** How long must I wait to see this plateau?

**A:** The combination h³/(ĒM) is the natural unit of time. For equal elastic constants and d/h = 2, the slowest mode decays at a rate of about 1.94 in that unit (the 240-cell calculation gives 1.932, about 0.3% low). With rough copper data, δ_bD_b = 6.5×10⁻²⁶ m³/s at 500 K and Ω = 1.18×10⁻²⁹ m³, the relaxation time is

τ_r = h³ kT/(1.94 Ē δ_bD_b Ω) ≈ 4300 s, or 1.2 h.

A silicon substrate shortens this by only about 1%. Still for equal constants, after one τ_r the boundary traction averages 71 MPa and the film 86 MPa. After ten, the traction is 0.01 MPa while the film stays at 33 MPa.

Early on the order is reversed: at 0.1 τ_r the boundary average is about 174 MPa and the film average 168 MPa. By the formula containing N_b, the moment of the interface shear then has the opposite sign. The two averages cross near 0.4 τ_r, but they are different quantities, and neither can stand in for the other.

**Q:** How far would you trust 34 MPa for a real film?

**A:** As an estimate for a bare, oxide-free copper film with boundaries reaching the interface. A real sample also needs a thin diffusion barrier under the copper, because copper in direct contact with silicon can form a silicide near 500 K. I neglect the barrier's own elasticity and assume it bonds well to both sides. The stress and dimensions are plausible for such films, but the diffusion data are rough, and the time inherits their uncertainty. Boundary diffusivities in copper depend strongly on purity, and at 500 K values for very pure copper can be one to two orders of magnitude larger than the one used, which would shorten τ_r from hours to minutes or less. The plateau stress does not depend on D_b.

Real grains are not long stripes. A round grain of diameter d, relaxing all around its edge while the substrate below that edge is held radially, keeps a mean in-plane stress of 26 MPa, with the other inputs unchanged. In the stripe model the 34 MPa refers to the direction across the boundaries; the stress along them stays much higher, near 144 MPa.

Copper is elastically anisotropic. Changing the film's E to 70 or 190 GPa at fixed σ0 moves the result to 38 or 31 MPa. A substrate with copper's constants would give 33 MPa. Capillarity contributes a stress of order 0.6 MPa, and lattice diffusion is about a million times weaker than boundary diffusion here.

The bond itself is the assumption to watch. The interface shear averages 44 MPa over half a grain, but about 180 MPa over the last 50 nm before the root. If the interface slides there, or dislocations move, the wedge can open further at its foot and more stress is lost. I have not computed how much; the frictionless limit is zero. A passivated film, such as capped interconnect copper, is a different problem, because the surface no longer supplies atoms freely and the boundary traction need not fall to zero. The remaining values are in the numerical output.

Computed values

```
film thickness h = 500 nm, boundary spacing d = 1000 nm
initial stress = 200 MPa, temperature = 500 K
copper (rough): E = 120 GPa, nu = 0.34
silicon (rough): E = 160 GPa, nu = 0.22
film plane-strain modulus = 135.7 GPa
misfit strain = 1.10e-03
equal elastic constants, mean stress at rest / initial stress:
  d/h = 1: finite elements 0.0887, integral eq. 0.0884
  d/h = 2: finite elements 0.1672, integral eq. 0.1667
  d/h = 4: finite elements 0.3201, integral eq. 0.3193
  d/h = 0.5: integral equation 0.0443
  d/h = 10.0: integral equation 0.6344
  d/h = 100.0: integral equation 0.9605
wide grains: ratio = 1 - c1 h/d, c1 = 3.951
narrow grains: ratio = c2 d/h, c2 = 0.0886
copper on silicon, boundary traction zero:
  mean stress / initial stress = 0.1722
  from wedge area = 0.1722
  from elastic energy = 0.1722
  from interface shear moment = 0.1722
  mean film stress = 34.4 MPa
  force per width on every section = 17.22 N/m
  film stress averaged over h at grain centre = 44.3 MPa
  wedge thickness at surface = 1.659 nm
  wedge area = 610.1 nm^2
  slab thickness for full relaxation = 1.474 nm
  mean interface shear, half grain = 44.3 MPa
  mean interface shear, last 50 nm to root = 181.2 MPa
frictionless interface: mean / initial stress below 1e-8: True
boundary width*D0 (rough) = 5.0e-15 m^3/s, Q = 1.08 eV
boundary width*D at temperature = 6.50e-26 m^3/s
atomic volume (rough) = 1.18e-29 m^3
slowest dimensionless rate = 1.932
slowest relaxation time tau = 4291 s = 1.19 h
time course, equal elastic constants (copper values):
  t/tau = 0.01: mean boundary traction 193.55 MPa, film mean 192.52 MPa
  t/tau = 0.10: mean boundary traction 173.45 MPa, film mean 168.20 MPa
  t/tau = 1.00: mean boundary traction 70.76 MPa, film mean 86.15 MPa
  t/tau = 3.00: mean boundary traction 9.58 MPa, film mean 40.34 MPa
  t/tau = 10.00: mean boundary traction 0.01 MPa, film mean 33.18 MPa
effects left out:
  substrate mismatch: 33.3 MPa if substrate were copper-like
  film E = 70 GPa: 38.5 MPa; E = 190 GPa: 30.8 MPa
  round grain, diameter d: mean in-plane stress 26.5 MPa
  stripe grain, mean of both in-plane stresses 89.1 MPa
  capillary stress (boundary energy 0.6 J/m^2)/d = 0.60 MPa
  lattice data (rough): D0 = 2e-05 m^2/s, Q = 2.04 eV
  lattice / boundary diffusion = 8.4e-07
```
